\section*{Finite-Difference Error of the Marzari-Vanderbilt Spread for a Gaussian Wannier Density}

\section{Definitions and conventions}

A chain has period $a$ and one isolated band with Bloch states $\psi_k(x)=e^{ikx}u_k(x)$, normalized so that $\int_{\rm cell}|u_k|^2dx=1$ and chosen periodic in $k$, $\psi_{k+2\pi/a}=\psi_k$. The Wannier functions $w_R(x)=w(x-Ra)$, with $R$ an integer, are orthonormal on the infinite line, and
\begin{equation}
\psi_k(x)=\sum_R e^{ikRa}\,w_R(x).
\label{bloch}
\end{equation}
The true centre and variance are $\bar x=\int x|w|^2dx$ and $\sigma^2=\int (x-\bar x)^2|w|^2dx$.

A mesh of $N$ points has spacing $b=2\pi/(Na)$. This is a spacing in $k$, so $\sigma b$ has no dimension. The Marzari-Vanderbilt spread uses the overlaps $M(k,\pm b)=\int_{\rm cell}u_k^*u_{k\pm b}\,dx$:
\begin{align}
\bar x_{\rm FD}&=-\frac1N\sum_{k,\pm}w_b\,(\pm b)\,{\rm Im}\ln M(k,\pm b),\label{centre}\\
\Omega_{\rm FD}&=\frac1N\sum_{k,\pm}w_b\left\{1-|M(k,\pm b)|^2+[{\rm Im}\ln M(k,\pm b)]^2\right\}-\bar x_{\rm FD}^2 .\label{mv}
\end{align}
The weight follows from $\sum_\pm w_b b^2=1$, so $w_b=1/(2b^2)$. The relative error is $\delta=1-\Omega_{\rm FD}/\sigma^2$, positive for an underestimate.

Lengths are in nm and energies in eV, which suit a bond orbital in a semiconductor.

\section{Back-of-envelope estimate}

Suppose that $M$ is the same at every $k$ and equals the mean of $e^{-ibx}$ over the density. The formula then measures the variance through $(1-|\langle e^{-ibx}\rangle|^2)/b^2$. Draw two independent positions $x,y$ from $|w|^2$ and let $d=x-y$. Then $|\langle e^{-ibx}\rangle|^2=\langle e^{-ibd}\rangle=\langle\cos bd\rangle$, since $d$ and $-d$ are equally likely, and
\begin{equation}
\frac{1-\langle\cos bd\rangle}{b^2}\approx\frac{\langle d^2\rangle}{2}-\frac{b^2\langle d^4\rangle}{24}.
\end{equation}
For a Gaussian density $d$ is Gaussian with variance $2\sigma^2$, so $\langle d^4\rangle=3(2\sigma^2)^2=12\sigma^4$. The result is $\sigma^2-b^2\sigma^4/2$, or
\begin{equation}
\boxed{\;\delta\approx\tfrac12\sigma^2b^2\;}
\label{main}
\end{equation}

Take $\sigma=0.08$ nm, $a=0.54$ nm and $N=8$. Then $b=2\pi/(8\times0.54)=1.454\ {\rm nm}^{-1}$, $\sigma b=0.116$ and $\delta\approx0.0068$, or $0.68\%$. The error arises because a cosine replaces a parabola: distant parts of the density are counted with too little weight.

\section{Controlled derivation}

\subsection{What the overlaps contain}

Write $M(k,b)=\int_{\rm cell}\psi_k^*e^{-ibx}\psi_{k+b}\,dx$ and expand $\psi_{k+b}$ by (\ref{bloch}). In the term $R'$ substitute $x\to x+R'a$. The factor $e^{i(k+b)R'a}$ is cancelled by $e^{-ikR'a}$ from $\psi_k^*$ and $e^{-ibR'a}$ from the exponential. The shifted cells then tile the line:
\begin{equation}
M(k,b)=\int_{-\infty}^{\infty}\psi_k^*e^{-ibx}w\,dx=\sum_R e^{-ikRa}F_R,\qquad
F_R=\langle w_R|e^{-ibx}|w_0\rangle .
\label{fourier}
\end{equation}
Thus $M$ is independent of $k$ when the off-site $F_R$ vanish.

A Gaussian orbital is not orthogonal to its translates. For real amplitudes $\propto e^{-x^2/4\sigma^2}$ the nearest-neighbour overlap is $e^{-a^2/8\sigma^2}$, because $x^2+(x-a)^2=2(x-a/2)^2+a^2/2$. A Gaussian Wannier density of this kind is therefore a limit, reached when this number is small. In the example it is $0.0034$.

\subsection{The Gaussian limit}

Keeping $F_0$ alone and doing the Gaussian integral gives
\begin{equation}
M(k,\pm b)=\int|w|^2e^{\mp ibx}dx=e^{\mp ib\bar x}\,e^{-\sigma^2b^2/2}.
\end{equation}
For $|b\bar x|<\pi$ the principal logarithm has imaginary part $\mp b\bar x$. Equation (\ref{centre}) gives $\bar x_{\rm FD}=2w_bb^2\bar x=\bar x$. The squared phases in (\ref{mv}) add $2w_bb^2\bar x^2=\bar x^2$, which the last term removes. What remains is
\begin{equation}
\Omega_{\rm FD}=\frac{1-e^{-\sigma^2b^2}}{b^2}.
\label{closed}
\end{equation}
With $t=\sigma^2b^2$ and $1-e^{-t}=t-t^2/2+t^3/6-\cdots$,
\begin{equation}
\delta=1-\frac{1-e^{-t}}{t}=\frac t2-\frac{t^2}{6}+\cdots .
\label{delta}
\end{equation}

For the closed form (\ref{closed}) the leading term is also an upper bound. The bound does not extend to a chain of orthogonalized Gaussians, whose error exceeds $t/2$ by $0.1\%$ of itself at $N=12$ and by $0.3\%$ at $N=32$ in the example. For $s>0$, $e^{-s}>1-s$. Integrating from $0$ to $t$ gives $1-e^{-t}>t-t^2/2$, and integrating that inequality once more gives $t-(1-e^{-t})>t^2/2-t^3/6$. Dividing both by $t$ yields $t/2-t^2/6<\delta<t/2$.

For large $t$, (\ref{closed}) saturates at $1/b^2$ and no longer depends on $\sigma$. On a mesh with $N=4$, $t=1$ already means $\sigma=4a/2\pi=0.64a$. Neighbouring Gaussians then overlap strongly, so the limit behind (\ref{closed}) has failed first.

\subsection{Other shapes and $k$-dependent overlaps}

Now let the well be real and symmetric about $x=0$, with $\psi_k(0)>0$. Time reversal and inversion give $u_k(-x)^*=u_k(x)$, so $M$ is real; for small $b$ it is positive and its phase is zero. Taking $|M|^2$ from (\ref{fourier}) and averaging it over the mesh gives
\begin{equation}
\Omega_{\rm FD}=\frac1{b^2}\Big(1-\sum_R|F_R|^2\Big),
\label{parseval}
\end{equation}
apart from products $F_RF^*_{R+mN}$ with integer $m\neq0$, which are exponentially small for localized functions on a mesh that is not too coarse.

The sign of the error does not need a Gaussian. Since $1-\cos\theta\le\theta^2/2$, the two-draw argument gives $1-|F_0|^2\le\sigma^2b^2$, and the other terms in (\ref{parseval}) lower $\Omega_{\rm FD}$ further.

For the size, expand in $b$. To first order $M=1-ib\sum_Re^{-ikRa}X_R$ with $X_R=\langle w_R|x|w_0\rangle$. Translation and orthogonality give $X_{-R}=X_R^*$, so the sum is real. Since $M$ is real too, the sum vanishes at every $k$, and every $X_R=0$. Hence for $R\ne0$
\begin{equation}
F_R=-\tfrac12b^2Q_R+O(b^3),\qquad Q_R=\langle w_R|x^2|w_0\rangle .
\end{equation}
On site, let $\kappa_4=\langle x^4\rangle-3\sigma^4$. The cumulant expansion gives
\begin{equation}
|F_0|^2=e^{-\sigma^2b^2+\kappa_4b^4/12+\cdots}
=1-\sigma^2b^2+\frac{\sigma^4b^4}{2}+\frac{\kappa_4b^4}{12}+\cdots .
\end{equation}
Inserting both in (\ref{parseval}) and dividing by $\sigma^2$,
\begin{equation}
\delta=\frac{\sigma^2b^2}{2}\left[1+\frac{\kappa_4}{6\sigma^4}+\frac{1}{2\sigma^4}\sum_{R\neq0}|Q_R|^2\right]+O(b^4).
\label{general}
\end{equation}
The first correction measures the shape of the density, the second the variation of $|M|$ with $k$.

\subsection{A second limit: the deep cosine well}

Take $V=V_0\sin^2(\pi x/a)$, $E_R=\hbar^2\pi^2/(2ma^2)$ and $s=V_0/E_R$. Near the minimum $V\approx V_0[(\pi x/a)^2-(\pi x/a)^4/3]$. The quadratic part has $m\omega^2/2=V_0\pi^2/a^2$, hence $\hbar\omega=2E_R\sqrt s$. With $q=x\sqrt{m\omega/\hbar}$ one finds $(\pi x/a)^2=q^2/\sqrt s$. In units of $\hbar\omega$ the quartic term is $\lambda q^4$ with
\begin{equation}
\lambda=-\frac{V_0}{3s\,\hbar\omega}=-\frac{1}{6\sqrt s}.
\end{equation}

To first order the state is $|0\rangle+c_2|2\rangle+c_4|4\rangle$. The matrix elements are $\langle2|q^2|0\rangle=1/\sqrt2$, $\langle2|q^4|0\rangle=3/\sqrt2$ and $\langle4|q^4|0\rangle=\sqrt6/2$. The cumulant of $q$ vanishes at zeroth order, and with $\langle q^2\rangle=1/2$ its change is
\begin{equation}
2c_2\frac{3}{\sqrt2}+2c_4\frac{\sqrt6}{2}-6\cdot\frac12\cdot\frac{2c_2}{\sqrt2}=\sqrt6\,c_4 .
\end{equation}
The level $|4\rangle$ lies $4\hbar\omega$ higher, so $c_4=-\lambda\sqrt6/8$ and the cumulant is $-3\lambda/4$. Dividing by $6\langle q^2\rangle^2=3/2$ gives $-\lambda/2$. The off-site terms vanish exponentially in this limit, so the bracket in (\ref{general}) tends to $1+1/(12\sqrt s)$. At $s=8821$ the computed excess over one is $0.00090$, against $0.00089$ from this law.

\section{Comparison}

The table gives $\delta$ in percent at fixed $a=0.54$ nm and $\sigma=0.08$ nm. The Gaussian chain uses orthogonalized Gaussians. The cosine chain is solved in plane waves, its depth tuned to the same variance. In both, (\ref{mv}) is compared with the variance of the real-space Wannier function. The last column is a three-dimensional Gaussian, treated below.

\begin{center}
\begin{tabular}{rrrrr}
$N$ & $50\,\sigma^2b^2$ & Gaussian & cosine & fcc\\
4 & 2.71 & 2.67 & 3.08 & 7.70\\
8 & 0.68 & 0.68 & 0.79 & 2.00\\
12 & 0.30 & 0.30 & 0.35 & 0.90
\end{tabular}
\end{center}

For the Gaussian chain the estimate (\ref{main}) is good to about $2\%$ of the error itself at $N=4$, and better on the finer meshes. For the cosine chain it is too low by more than a tenth of the error, on all three meshes. The cosine chain has $V_0=11.4$ eV and $s=8.8$. Its shape and off-site corrections are $0.141$ and $0.035$, so (\ref{general}) predicts a factor $1.176$; the value measured at $N=40$ is $1.175$, rising towards $1.176$ on finer meshes. The deep-well law would give an excess of only $1/(12\sqrt{8.8})=0.028$, so this well is too shallow for it.

\subsection{Choosing a mesh and removing the error}

Setting $\sigma^2b^2/2=\varepsilon$ gives
\begin{equation}
N=\frac{2\pi\sigma}{a\sqrt{2\varepsilon}} .
\end{equation}
For $\varepsilon=0.01$ this is $0.503/(0.54\times0.1414)=6.6$. Direct evaluation for the Gaussian chain finds $N=7$ to be the smallest sufficient mesh.

Two coarse meshes can do better. Halving $b$ divides $t$ by four, so by (\ref{delta})
\begin{equation}
\frac{4\Omega_{2N}-\Omega_N}{3}
=\sigma^2\left[1+\frac{t^2}{18}\left(\frac4{16}-1\right)+\cdots\right]
=\sigma^2\left(1-\frac{t^2}{24}+\cdots\right).
\end{equation}
From $\Omega_4=0.00622936$ and $\Omega_8=0.00635675\ {\rm nm}^2$ the result is $0.0063992\ {\rm nm}^2$, low by $0.012\%$. The predicted remainder, $0.05415^2/24$, is also $0.012\%$. The cancellation of the $b^2$ term needs no Gaussian, but the remainder $t^2/24$ does.

\subsection{Silicon-like numbers in three dimensions}

The cubic edge of silicon is about $0.54$ nm. The width $0.08$ nm is a rough value for a bond orbital and corresponds to a three-axis spread $3\sigma^2\approx1.9$ \AA$^2$. This is on the low side: the pseudopotential model below gives about $2.2$ \AA$^2$ when converged, and $1.9$ \AA$^2$ lies between its finite-difference values on meshes of 6 and 8 points per axis. The chain is a one-dimensional model, whereas an fcc crystal with $N$ points along each primitive reciprocal vector has eight neighbours ${\bf b}=(2\pi/Na)(\pm1,\pm1,\pm1)$. Requiring $\sum_{\bf b}w_bb_ib_j=\delta_{ij}$ gives $w_b=3/(8|{\bf b}|^2)$. For a Gaussian of covariance $C$, again with $k$-independent overlaps, $|M|^2=e^{-{\bf b}\cdot C{\bf b}}$, and the leading error is
\begin{equation}
\delta_{\rm 3D}=\frac{\sum_{\bf b}w_b({\bf b}\cdot C{\bf b})^2}{2\,{\rm tr}\,C}
\;\longrightarrow\;\frac{\sigma^2|{\bf b}|^2}{2}\quad(C=\sigma^2\mathbf 1).
\end{equation}
Since $|{\bf b}|^2=3(2\pi/Na)^2$, the leading error is three times that of the chain. The $1\%$ mesh becomes $\sqrt3\times6.58=11.4$, that is, 12 points per axis.

A bond orbital is neither isotropic nor Gaussian. If its variance along the bond is twice the transverse one at fixed trace, the leading error grows by a factor $1.083$. If the cosine-chain factor $1.176$ also carried over and the two multiplied, the error at $N=12$ would be about $0.90\%\times1.27=1.1\%$, and 13 points would be needed in this model. For real silicon this sizing is too optimistic. Silicon has four coupled valence bands. With a local empirical pseudopotential (Cohen-Bergstresser form factors) and bond orbitals obtained by projection, the underestimate at $N=12$ is between 4 and 5 percent for Gaussian projectors of width $0.5$ to $1.5$ \AA, about four times the sizing, and doubling the plane-wave basis changes it by only $0.02$ percentage points. Most of it comes from the density of the single orbital, which is far from Gaussian; the variation of the diagonal overlaps with ${\bf k}$ adds only about half a percentage point. The exact figure depends on the projection and converges slowly with the ${\bf k}$ sampling, the reference variance moving by $0.08$ \AA$^2$ between 8 and 12 points per axis. It therefore gives only a rough mesh: the error is still above $1\%$ at $N=24$, and $1\%$ needs about 25 to 30 points per axis, roughly twice the sizing. A convergence study with the actual Wannier functions must settle the mesh. The numerical output below lists the remaining values.

\section*{Calculated quantities}
\begin{verbatim}
period a = 0.54 nm, width sigma = 0.08 nm
sigma^2 = 0.006400 nm^2 = 0.6400 angstrom^2
three-axis spread 3 sigma^2 = 1.92 angstrom^2
neighbour overlap of Gaussians = 0.00336
true variance, orthogonalized chain = 0.0064000 nm^2
Relative underestimate in percent:
n | b (1/nm) | t=sigma^2 b^2 | t/2 | closed | Gaussian chain | cosine chain | fcc 3D
 4 | 2.9089 | 0.05415 | 2.7077 | 2.6595 | 2.6663 | 3.0821 | 7.7005
 6 | 1.9393 | 0.02407 | 1.2034 | 1.1938 | 1.1971 | 1.3940 | 3.5249
 8 | 1.4544 | 0.01354 | 0.6769 | 0.6739 | 0.6758 | 0.7893 | 2.0036
12 | 0.9696 | 0.00602 | 0.3009 | 0.3003 | 0.3011 | 0.3524 | 0.8972
16 | 0.7272 | 0.00338 | 0.1692 | 0.1690 | 0.1695 | 0.1986 | 0.5060
finite-difference spread, n=4: 0.0062294 nm^2
finite-difference spread, n=8: 0.0063567 nm^2
logarithmic inversion, n=4: 0.0063995 nm^2, relative error -0.0072 %
extrapolation from n=4 and 8: 0.0063992 nm^2, relative error -0.0123 %
mesh for 1 % error, chain: estimate 6.58, smallest n found 7
mesh for 1 % error, fcc: estimate 11.40, smallest n found 12 per axis
cosine well: depth 11.375 eV, recoil energy 1.2895 eV, s = 8.821
cosine well: shape correction kappa4/(6 sigma^4) = +0.1410
cosine well: off-site x^2 correction = +0.0348
cosine well: error / (sigma^2 b^2/2), predicted 1.1759, measured at n=40 1.1755
well 1000 times deeper: s = 8821, excess over one 0.000903, law 1/(12 sqrt(s)) 0.000887
fcc n=8: isotropic error 2.0036 %, bond variance ratio 2: 2.1653 %
fcc: leading error ratio, anisotropic/isotropic = 1.0833
\end{verbatim}
